# Correlated Number and Mobility Fluctuations in Transistor Drain-Current Noise, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one captured electron to the drain current

An n-channel silicon transistor carries a current $I$ at a small drain voltage $V_D$. Its channel has length $L$, width $b$ and area $A=bL$, with uniform electron density $N$ per area and mobility $\mu$. The gate oxide contains traps that slowly capture and release electrons. The task is to find the drain-current noise when each captured electron changes both the number of carriers and their scattering.

Hartree atomic units are used: $\hbar=e=m_e=4\pi\varepsilon_0=1$. Frequencies are in hertz and trap times in seconds. A free electron has charge $-1$.

The coordinate normal to the interface is $x$. Oxide of relative permittivity $\kappa_{ox}$ fills $-t<x<0$, and depleted silicon of permittivity $\kappa_s$ fills $0<x<w$. The gate at $x=-t$ and the depletion edge at $x=w$ act as ideal conductors. The electrons form a sheet of zero thickness at $x=0$, in one isotropic subband of mass $m$ with spin-valley degeneracy $g$. A trap at depth $z$ lies at $x=-z$.

### (a) The screened potential of an oxide charge

**Question.** A unit positive charge sits at depth $z$. Let the sheet respond to a potential component $\phi_q$ by a density change $\delta n_q=\Pi(q)\phi_q$, where $q$ is the wave number in the plane. Find the potential at the sheet.

**Solution.** Write the potential as $\int d^2q\,e^{i\mathbf q\cdot\mathbf r}\phi_q(x)/(2\pi)^2$. In the oxide, Poisson's equation is
$$-\kappa_{ox}(\phi_q''-q^2\phi_q)=4\pi\delta(x+z).$$
Multiply it by the function
$$\chi(x)=\frac{\sinh q(t+x)}{\sinh qt},$$
which obeys $\chi''=q^2\chi$, $\chi(-t)=0$ and $\chi(0)=1$. Integrate over the oxide. Because $\chi\phi_q''-\chi''\phi_q=(\chi\phi_q'-\chi'\phi_q)'$, only boundary terms remain on the left. Those at the gate vanish, since $\chi$ and $\phi_q$ are both zero there. With $\chi'(0)=q\coth qt$,
$$\kappa_{ox}\phi_q'(0^-)=\kappa_{ox}q\coth(qt)\,\phi_q(0)-4\pi F,$$
$$F(q,z)=\chi(-z)=\frac{\sinh q(t-z)}{\sinh qt}.$$

In silicon, the solution that vanishes at $x=w$ is $\phi_q(0)\sinh q(w-x)/\sinh qw$. Hence $\kappa_s\phi_q'(0^+)=-\kappa_sq\coth(qw)\phi_q(0)$.

The induced electrons carry the charge $-\Pi\phi_q(0)$, so Gauss's law at the sheet reads
$$-\kappa_s\phi_q'(0^+)+\kappa_{ox}\phi_q'(0^-)=-4\pi\Pi\phi_q(0).$$
Insert the two derivatives and collect $\phi_q(0)$. The result, named $W$, is
$$W(q,z)=\frac{F(q,z)}{D(q)+\Pi(q)},$$
$$D(q)=\frac{q}{4\pi}\left[\kappa_s\coth qw+\kappa_{ox}\coth qt\right].$$
A discretized Poisson equation agrees with this formula within 0.2% at three wave numbers.

### (b) The response of the sheet and the carriers lost

**Question.** Find $\Pi(q)$ at temperature $T$ for weak static potentials. Then find how many channel electrons disappear when a trap captures one electron.

**Solution.** Let $E_k=k^2/2m$ and let $f_F(E)$ be the Fermi function with chemical potential $\zeta$, measured from the subband bottom. A weak potential energy $Ue^{i\mathbf q\cdot\mathbf r}$ plus its conjugate mixes into each plane wave the components
$$\frac{Ue^{i\mathbf q\cdot\mathbf r}}{E_k-E_{k+q}}+\frac{U^*e^{-i\mathbf q\cdot\mathbf r}}{E_k-E_{k-q}}.$$
The $e^{i\mathbf q\cdot\mathbf r}$ part of the density of one state is therefore $U/(E_k-E_{k+q})+U/(E_k-E_{k-q})$. Sum over occupied states and shift $\mathbf k\to\mathbf k+\mathbf q$ in the second term. Since an electron has $U=-\phi_q$,
$$\Pi(q)=g\int\frac{d^2k}{(2\pi)^2}\frac{f_F(E_k)-f_F(E_{k+q})}{E_{k+q}-E_k}.$$

The change $\mathbf k\to-\mathbf k-\mathbf q$ turns the second term into a copy of the first, with principal values understood. The energy difference is $(q^2+2kq\cos\theta)/2m$. For the angular integral, put $v=\tan(\theta/2)$:
$$P\!\int_0^{2\pi}\!\frac{d\theta}{\alpha_1+\beta_1\cos\theta}=P\!\int_{-\infty}^{\infty}\!\frac{2\,dv}{\alpha_1+\beta_1+(\alpha_1-\beta_1)v^2}.$$
For $\alpha_1>\beta_1$ this is $2\pi/\sqrt{\alpha_1^2-\beta_1^2}$. For $\alpha_1<\beta_1$ the antiderivative is proportional to $\ln|(c+v)/(c-v)|$ with a constant $c$. It vanishes at both ends, and its singular parts cancel symmetrically at the poles, so the integral is zero. With $\alpha_1=q^2$ and $\beta_1=2kq$, only $k<q/2$ contributes:
$$\Pi(q)=\frac{2gm}{\pi}\int_0^{q/2}\frac{k\,f_F(E_k)\,dk}{q\sqrt{q^2-4k^2}}.$$
Now set $y=\sqrt{1-4k^2/q^2}$. Then $k\,dk=-(q^2/4)y\,dy$ and the root is $qy$, which gives
$$\Pi(q)=\nu\int_0^1dy\,f_F\!\left[\frac{q^2}{8m}(1-y^2)\right],\qquad \nu=\frac{gm}{2\pi}.$$
Here $\nu$ is the density of states. Direct momentum sums agree within 0.1%.

The density is $N=\nu\int_0^\infty f_FdE=\nu kT\ln(1+e^{\zeta/kT})$. Its derivative is $dN/d\zeta=\nu f_F(0)=\Pi(0)\equiv\Pi_0$, as a uniform potential shift requires.

The total change of electron number is the $q=0$ component of $\delta n$. In that limit,
$$F\to\ell=1-\frac zt,\qquad D\to C_{ox}+C_d,$$
$$C_{ox}=\frac{\kappa_{ox}}{4\pi t},\qquad C_d=\frac{\kappa_s}{4\pi w}.$$
A captured electron is a charge $-1$, so its potential is $-W$ and
$$\delta N_{tot}=-\Pi_0W(0,z)=-R\ell,\qquad R=\frac{\Pi_0}{\Pi_0+C_{ox}+C_d}.$$
The contacts hold the carriers' quasi-Fermi level fixed and exchange electrons with the channel much faster than the trap switches.

If $\Pi_0\gg C_{ox}+C_d$, then $R\to1$, and the loss is less than one electron because part of the image charge lies on the gate. At low density $N\simeq\nu kTe^{\zeta/kT}$ and $\Pi_0\simeq N/kT$. Then $R/N\to1/[kT(C_{ox}+C_d)]$, which is finite.

### (c) How capture changes the scattering

**Question.** Find the momentum-relaxation rate caused by randomly placed oxide charges, in the Born approximation. How does it change when a trap of initial charge $Q$ captures an electron?

**Solution.** A charge $Q_j$ at lateral position $\mathbf R_j$ contributes $-Q_jWe^{-i\mathbf q\cdot\mathbf R_j}$ to the electron's potential energy. For independent random positions and $q\ne0$, the cross terms in the squared matrix element average to zero. The remainder is $\sum_jQ_j^2W^2$. In one particular arrangement of charges the cross terms do not vanish, so the rates below are averages over positions.

For elastic scattering the occupation factors combine as $f'(1-f)-f(1-f')=f'-f$. In a weak field the deviation from equilibrium is a function of energy times $\cos\varphi$, where $\varphi$ is the angle between $\mathbf k$ and the field. Scattering by $\theta$ changes this factor to $\cos\varphi\cos\theta-\sin\varphi\sin\theta$, and the second term is odd in $\theta$ and integrates to zero. The deviation thus decays with the weight $1-\cos\theta$. For $n_s$ unit charges per area, the golden rule gives the rate $n_s\gamma$ with
$$\gamma=2\pi\int\frac{d^2k'}{(2\pi)^2}W^2(1-\cos\theta)\,\delta(E_{k'}-E).$$
Since $k'dk'=m\,dE_{k'}$ and the two half-circles contribute equally,
$$\gamma(E,z)=\frac m\pi\int_0^\pi d\theta\,W^2(q,z)(1-\cos\theta),$$
where $q=2k\sin(\theta/2)$.

Capture changes $Q$ to $Q-1$, and the scattering strength by
$$(Q-1)^2-Q^2=1-2Q\equiv s.$$
An acceptor trap is neutral when empty, $Q=0$, so $s=+1$. A donor trap is neutral when filled, so it starts with $Q=1$ and has $s=-1$. The number change is first order in the trap charge and has the same sign for both types. The position-averaged scattering is second order and can change either way.

### (d) The scattering coefficient of the mobility

**Question.** Let the background relaxation time $\tau_b$ be independent of energy, and let $N_c$ fixed unit charges per area lie at $z=0$. Find $\mu$ and its first-order change when $n_s$ unit charges per area are added at depth $z$ with $N$ held fixed.

**Solution.** The rates add at each energy:
$$\frac1{\tau(E)}=\frac1{\tau_b}+N_c\gamma(E,0)+n_s\gamma(E,z).$$
In a field $\mathcal E$ the force on an electron is $-\mathcal E$. The stationary Boltzmann equation is $-\mathcal E v_xf_F'=-\delta f/\tau$, where $v_x$ here is the velocity along the field, so $\delta f=\tau\mathcal E v_xf_F'$. The angular average of $v_x^2$ is $v^2/2=E/m$. Including the electron charge, the current density is
$$j=\mathcal E\,\frac{\nu}{m}\int_0^\infty E\,\tau(E)(-f_F')\,dE.$$
Integration by parts gives $N=\nu\int_0^\infty E(-f_F')dE$. With the average
$$\langle X\rangle=\frac{\int_0^\infty EX(-f_F')dE}{\int_0^\infty E(-f_F')dE},$$
the mobility $\mu=j/(N\mathcal E)$ is $\langle\tau\rangle/m$.

Differentiating the sum of rates gives $\partial\tau/\partial n_s=-\tau^2\gamma$. Therefore
$$\left.\frac{\partial\ln\mu}{\partial n_s}\right|_N=-\frac{\langle\tau^2\gamma\rangle}{\langle\tau\rangle}=-\mu\alpha(z),$$
$$\alpha(z)=m\frac{\langle\tau^2\gamma(E,z)\rangle}{\langle\tau\rangle^2}.$$
The definition corresponds to $\delta(1/\mu)=\alpha\,\delta n_s$. If $\tau$ is constant before the charges are added, $\alpha=m\langle\gamma\rangle$. In general, $\alpha$ depends on carrier density, temperature and trap depth, so it is not a constant of the interface.

### (e) The current change of one capture

**Question.** Combine both effects into the relative current change, and express the number part through the transconductance $g_m=dI/dV_G$.

**Solution.** First consider a weak local change $\delta\sigma(\mathbf r)$ of the sheet conductivity $\sigma=N\mu$. Let $\mathbf E_0,\mathbf j_0$ be the old field and current density, and $\mathbf E,\mathbf j$ the new ones, at the same drain voltage. Both currents are free of divergence and both fields are gradients with the same contact values. Integration by parts gives
$$\int\mathbf j\cdot\mathbf E_0\,d^2r=(I+\delta I)V_D,\qquad \int\mathbf j_0\cdot\mathbf E\,d^2r=IV_D.$$
Their difference is $\delta I\,V_D=\int\delta\sigma\,\mathbf E\cdot\mathbf E_0\,d^2r$. To first order $\mathbf E=\mathbf E_0$, which is uniform with magnitude $\mathcal E$. Using $V_D=\mathcal EL$ and $I=\sigma\mathcal Eb$,
$$\frac{\delta I}{I}=\frac1A\int\frac{\delta\sigma}{\sigma}\,d^2r.$$
The position of the trap along the channel drops out. This local description is applied after averaging over regions larger than the mean free path.

One capture removes $R\ell$ electrons. That loss also changes $\mu$, because it alters the screening and the occupied energies. In addition, the scattering strength changes by $s$ on average over the positions of the other charges. With this average,
$$\frac{\delta I}{I}=-\frac{G_s(z)}A,$$
$$G_s(z)=R\ell\left(\frac1N+\frac{\partial\ln\mu}{\partial N}\right)+s\,\mu\alpha(z).$$
The derivative with respect to $N$ is taken at fixed scattering charges, so the direct effect of the trap is counted once.

For a gate-voltage change, use the identity of part (a) at $q=0$, now with gate potential $\delta V_G$ and no trap charge. It gives
$$(C_{ox}+C_d)\delta\phi=C_{ox}\delta V_G-\delta N.$$
Since $\delta N=\Pi_0\delta\phi$, elimination of $\delta\phi$ yields $dN/dV_G=RC_{ox}$. With $I=(b/L)N\mu V_D$,
$$\frac{g_m}{I}=RC_{ox}\left(\frac1N+\frac{\partial\ln\mu}{\partial N}\right),$$
$$G_s(z)=\frac{g_m}{I}\frac{\ell}{C_{ox}}+s\,\mu\alpha(z).$$
The first term equals the effect of lowering the gate voltage by $\ell/(AC_{ox})$; the second is not contained in $g_m$. Differentiating the current from a nonlinear gate-charge solution confirms both forms for both trap types.

## Second half: from one trap to the noise spectrum

The results needed are these. On average over the positions of the other charges, capture of one electron at depth $z$ changes the current by $\delta I/I=-G_s(z)/A$, where $A$ is the channel area. The amplitude is $G_s=n(z)+s\,h(z)$, with number and mobility parts
$$n(z)=R\ell\left(\frac1N+\frac{\partial\ln\mu}{\partial N}\right)=\frac{g_m}{I}\frac{\ell}{C_{ox}},\qquad h(z)=\mu\alpha(z).$$
Here $N$ is the carrier density, $\mu$ the mobility, $\alpha$ the Coulomb-scattering coefficient, $R$ the screening fraction, $\ell=1-z/t$, $t$ the oxide thickness and $C_{ox}$ its capacitance per area. The sign is $s=+1$ for acceptors and $s=-1$ for donors.

### (f) The spectrum of one trap

**Question.** A trap captures with rate $\Gamma f_F$ when empty and emits with rate $\Gamma(1-f_F)$ when filled, where $f_F$ is taken at the trap energy. Find the one-sided spectrum of its occupation.

**Solution.** These rates describe elastic tunnelling between the trap and the channel, without a trap degeneracy factor. The probability $P$ of being filled obeys
$$\frac{dP}{dt'}=\Gamma f_F(1-P)-\Gamma(1-f_F)P=\Gamma(f_F-P),$$
where $t'$ is time. The stationary value is $p=f_F$, and any deviation decays as $e^{-\Gamma t'}$. An occupation that is either 0 or 1 has variance $p-p^2$, so its autocovariance is $p(1-p)e^{-\Gamma|t'|}$. With $\omega=2\pi f$ and $\tau_t=1/\Gamma$,
$$S_1(f)=4\int_0^\infty p(1-p)e^{-\Gamma t'}\cos\omega t'\,dt'=\frac{4p(1-p)\tau_t}{1+\omega^2\tau_t^2}.$$
The factor 4 belongs to a one-sided spectrum, whose integral over positive $f$ is the variance. The two-state master equation gives the same spectrum.

### (g) The sum over traps

**Question.** Let $N_T$ be the trap density per volume and energy, uniform over the oxide and over several $kT$. Let the traps exchange electrons only with the channel, with $\tau_t=\tau_0e^{z/\lambda}$, and let fractions $a_+$ and $a_-$ of the traps be acceptors and donors. Find the current spectrum for independent traps with position-averaged amplitudes.

**Solution.** Every trap of one type and depth is given the averaged amplitude $G_s$. Interference with nearby charges makes the actual amplitudes scatter about this value. The variance of that scatter would add to $G_s^2$; it is left out here, and part (k) gives its size. Independent traps add their spectra, so each amplitude is squared before the sum is taken:
$$\frac{S_I}{I^2}=\frac{N_T}{A}\sum_sa_s\int_0^tdz\int dE_t\,\frac{4p(1-p)\tau_t}{1+\omega^2\tau_t^2}\,G_s^2(z).$$
One factor $A$ from the number of traps has cancelled one of the two in $G_s^2/A^2$. From the Fermi function, $p(1-p)=-kT\,dp/dE_t$, so the energy integral is $kT$.

For the depth integral set $Y=\omega\tau_t$. Then $dz=\lambda\,dY/Y$ and
$$\int dz\,\frac{4\tau_t}{1+\omega^2\tau_t^2}=\frac{4\lambda}{\omega}\int_0^\infty\frac{dY}{1+Y^2}=\frac{4\lambda}{2\pi f}\frac\pi2=\frac\lambda f.$$
The limits $0$ and $\infty$ are justified when $\omega\tau_0\ll1$ and $\omega\tau_0e^{t/\lambda}\gg1$. The contributing traps have $Y$ near 1 and hence a depth near
$$z_f=\lambda\ln\frac1{2\pi f\tau_0}.$$
If $G_s$ varies little over a distance $\lambda$, it can be evaluated there:
$$\frac{S_I}{I^2}\simeq\frac{kT\,N_T\lambda}{Af}\sum_sa_sG_s^2(z_f).$$

For one trap type, division by $(g_m/I)^2$ gives the noise referred to the gate:
$$S_{V_G}\simeq\frac{kT\,N_T\lambda\,\ell^2}{AfC_{ox}^2}\left(1+s\,\frac{\mu\alpha C_{ox}}{\ell}\frac{I}{g_m}\right)^2,$$
with $\ell$ and $\alpha$ taken at $z_f$. The square contains the correlation: the same capture causes both changes.

We now have the position-averaged current change of one capture and, for independent traps, a noise spectrum close to $1/f$ set by the amplitude at the depth $z_f$. What remains is the correction for the spread of depths, the frequency slope, the correlation between number and mobility changes, a worked example and the limits of the result.
